\section*{Critical Points of the Electron Density and Their Poincaré–Hopf Sums}

\section{When may the search stop?}

A program has searched a computed electron density for points where its gradient vanishes and has returned a list. The decision is whether to accept the list or to search further. Let $n$, $b$, $r$ and $c$ be the numbers of maxima, bond points, ring points and cage points, defined below by the curvatures of the density. Under conditions to be stated,
\begin{equation}
n-b+r-c=\begin{cases}1 & \text{isolated molecule},\\ 0 & \text{crystal, per cell}.\end{cases}
\label{eq:result}
\end{equation}
A list that violates this is incomplete, contains duplicated, spurious or misclassified points, or belongs to a density that breaks the conditions. A list that satisfies it may still lack points whose contributions cancel. The derivation shows what the sum can detect, and it supplies a local version that says where to look.

\section{One dimension}

Take a smooth positive function $f(x)$ with finitely many stationary points, all with $f''\neq0$. At each of them $f'$ changes sign: from $-$ to $+$ if $f''>0$, and from $+$ to $-$ if $f''<0$. The function $\operatorname{sgn}f'$ therefore jumps by $2\operatorname{sgn}f''$ there and is constant in between. Adding the jumps from $-X$ to $X$ gives
\begin{equation}
2\sum_{f'=0}\operatorname{sgn}f''=\operatorname{sgn}f'(X)-\operatorname{sgn}f'(-X).
\end{equation}
If $f$ falls outward at both ends, the right side is $-1-1=-2$, so
\begin{equation}
\sum_{f'=0}\operatorname{sgn}f''=-1 ,
\label{eq:oned}
\end{equation}
and there is one more maximum than minimum. If $f$ is periodic and the interval is one period, the two ends have the same sign and the sum is zero. The interior is controlled by the boundary.

\subsection*{A three-dimensional density that can be counted by hand}

Let $\rho=f(x)f(y)f(z)$. Since $f>0$, the gradient vanishes where $f'(x)=f'(y)=f'(z)=0$. The mixed second derivatives, such as $f'(x)f'(y)f(z)$, vanish there too. The Hessian is diagonal, and its entries have the signs of $f''(x)$, $f''(y)$ and $f''(z)$. The sign of its determinant is the product of these, and the sum over all critical points factorizes:
\begin{equation}
\sum\operatorname{sgn}\det H=\Bigl(\sum_{f'=0}\operatorname{sgn}f''\Bigr)^3=
\begin{cases}(-1)^3=-1 & \text{decaying},\\ 0 & \text{periodic}.\end{cases}
\label{eq:separable}
\end{equation}
If $f$ has two maxima and one minimum, there are $2^3=8$ points with three negative curvatures, $3\cdot2^2=12$ with two, $3\cdot2=6$ with one and $1$ with none. Then $8-12+6-1=1$. If $f$ is periodic with one maximum and one minimum per period, the numbers are $1,3,3,1$, and $1-3+3-1=0$. What remains is to remove the product form.

\section{Rank, signature and the four types}

At a critical point of a smooth density,
\begin{equation}
\rho(\mathbf x)=\rho_c+\tfrac12\,\mathbf x\cdot H\mathbf x+O(|\mathbf x|^3),\qquad H_{ij}=\partial_i\partial_j\rho .
\end{equation}
The rank is the number of nonzero eigenvalues of $H$, and the signature is the sum of their signs. For rank 3 with $\nu$ negative eigenvalues,
\begin{equation}
\text{signature}=(3-\nu)-\nu=3-2\nu,\qquad \operatorname{sgn}\det H=(-1)^\nu .
\end{equation}
This leaves four types:
\begin{itemize}
\item $(3,-3)$, counted by $n$: a maximum; $\operatorname{sgn}\det H=-1$.
\item $(3,-1)$, counted by $b$: a bond point, a minimum along one axis and a maximum across it; $+1$.
\item $(3,+1)$, counted by $r$: a ring point, a maximum along one axis and a minimum across it; $-1$.
\item $(3,+3)$, counted by $c$: a cage point, a minimum; $+1$.
\end{itemize}
The names label curvatures. They do not by themselves assert anything about bond energies.

I assume that all critical points have rank 3 and that there are finitely many (per cell, in a crystal). Maxima away from nuclei count in $n$. Nuclei need separate treatment, because an all-electron density with point nuclei has a cusp there. A valence density from a smooth pseudopotential has no such cusp, and the atomic site need not be a maximum: in methane the carbon site becomes a minimum. The sum still applies to such a density, with every point counted by its Hessian, but $n$ is then not tied to the number of atoms.

\section{A flux that counts zeros}

In one dimension the sign of $f'$ was compared at two ends. In three dimensions the direction of $\mathbf v=\nabla\rho$ is followed over a closed surface. Components of $\mathbf v$ carry Greek indices, and repeated indices are summed. Define
\begin{align}
C_{i\alpha}&=\tfrac12\,\epsilon_{ijk}\epsilon_{\alpha\beta\gamma}\,\partial_jv_\beta\,\partial_kv_\gamma ,\\
J_i&=\frac{1}{4\pi}\,C_{i\alpha}\frac{v_\alpha}{|\mathbf v|^3}.
\end{align}
$C$ is the cofactor matrix of $M_{i\alpha}=\partial_iv_\alpha$, and $\mathbf J$ is the Coulomb field, normalized to unit flux, of a charge at the origin of $\mathbf v$-space, carried back to ordinary space. Two properties of $C$ are needed. First,
\begin{equation}
\partial_iC_{i\alpha}=\tfrac12\epsilon_{ijk}\epsilon_{\alpha\beta\gamma}
\left(\partial_i\partial_jv_\beta\,\partial_kv_\gamma+\partial_jv_\beta\,\partial_i\partial_kv_\gamma\right)=0,
\end{equation}
because each second derivative is symmetric in a pair of indices in which $\epsilon_{ijk}$ is antisymmetric. Second,
\begin{equation}
C_{i\alpha}\,\partial_iv_\beta=\delta_{\alpha\beta}\det M .
\end{equation}
For $\alpha=\beta$ this is the expansion of the determinant along a column; for $\alpha\neq\beta$ it is the determinant of a matrix with two equal columns. Where $\mathbf v\neq0$, the chain rule then gives
\begin{align}
\partial_iJ_i&=\frac1{4\pi}C_{i\alpha}\,\partial_iv_\beta\,\frac{\partial}{\partial v_\beta}\frac{v_\alpha}{|\mathbf v|^3}
=\frac{\det M}{4\pi}\,\frac{\partial}{\partial v_\alpha}\frac{v_\alpha}{|\mathbf v|^3}\nonumber\\
&=\frac{\det M}{4\pi}\left(\frac{3}{|\mathbf v|^3}-\frac{3\,v_\alpha v_\alpha}{|\mathbf v|^5}\right)=0 .
\label{eq:div}
\end{align}
Nothing here required $\mathbf v$ to be a gradient.

Let $W(S)$ be the outward flux of $\mathbf J$ through a closed surface $S$ with parameters $p,q$, ordered so that $\mathbf x_p\times\mathbf x_q$ points outward; subscripts denote derivatives. For each $\alpha$ the quantity $A^{\alpha}_{jk}=\epsilon_{\alpha\beta\gamma}\partial_jv_\beta\partial_kv_\gamma$ is antisymmetric in $j,k$, and $C_{i\alpha}=\frac12\epsilon_{ijk}A^{\alpha}_{jk}$, so $A^{\alpha}_{jk}=\epsilon_{ijk}C_{i\alpha}$. Therefore
\begin{equation}
(\mathbf v_p\times\mathbf v_q)_\alpha=A^{\alpha}_{jk}\,(\mathbf x_p)_j(\mathbf x_q)_k=C_{i\alpha}(\mathbf x_p\times\mathbf x_q)_i ,
\end{equation}
and
\begin{equation}
W(S)=\frac1{4\pi}\oint_S\frac{\mathbf v\cdot(\mathbf v_p\times\mathbf v_q)}{|\mathbf v|^3}\,dp\,dq .
\label{eq:W}
\end{equation}
This is the signed solid angle swept by the direction of $\mathbf v$, divided by $4\pi$. It depends on the values of $\mathbf v$ on $S$ alone.

\subsection*{Deforming the field}

Let $\mathbf v_0$ and $\mathbf v_1$ be two fields on a sphere of radius $R$ such that $(1-t)\mathbf v_0+t\mathbf v_1$ has no zero for $0\le t\le1$. Write $\mathbf s=\mathbf x/|\mathbf x|$. In the shell $R\le|\mathbf x|\le2R$ define
\begin{equation}
\mathbf w(\mathbf x)=(1-t)\,\mathbf v_0(R\mathbf s)+t\,\mathbf v_1(R\mathbf s),\qquad t=|\mathbf x|/R-1 .
\end{equation}
This field has no zero, so by \eqref{eq:div} no net flux leaves the shell. On the inner sphere it equals $\mathbf v_0$ and on the outer one $\mathbf v_1$, so both fields have the same $W$.

\subsection*{Two limits}

A constant field has $\mathbf v_p=\mathbf v_q=0$, so $W=0$. The radial field $\mathbf v=\mathbf s$ on a sphere has $\mathbf s\cdot(\mathbf s_p\times\mathbf s_q)\,dp\,dq=d\Omega$, so $W=1$. For $\mathbf v=-\mathbf s$ the three factors give $(-1)^3$ and
\begin{equation}
W[-\mathbf s]=-1 .
\label{eq:inward}
\end{equation}
This describes a free spherical atom whose density falls monotonically. Its single maximum contributes $-1$.

\section{The index of each point}

The index of a critical point is $W$ on a small sphere around it. Start with the linear field $\mathbf v=H\mathbf x$ on the unit sphere. Since $H\mathbf s\cdot(H\mathbf s_p\times H\mathbf s_q)=\det H\;\mathbf s\cdot(\mathbf s_p\times\mathbf s_q)$,
\begin{equation}
W=\frac{\det H}{4\pi}\oint\frac{d\Omega}{|H\mathbf s|^3}.
\end{equation}
The integral follows from the volume of the ellipsoid $|H\mathbf x|<1$, found in two ways. In direction $\mathbf s$ its surface lies at distance $1/|H\mathbf s|$, and the substitution $\mathbf y=H\mathbf x$ turns it into the unit ball:
\begin{equation}
\frac13\oint\frac{d\Omega}{|H\mathbf s|^3}=\frac{4\pi}{3}\,\frac1{|\det H|}.
\end{equation}
Hence
\begin{equation}
W=\frac{\det H}{|\det H|}=\operatorname{sgn}\det H=(-1)^\nu .
\label{eq:index}
\end{equation}

The true gradient is $H\mathbf x$ plus a remainder of size at most $K|\mathbf x|^2$ near the point. With $\lambda>0$ the smallest absolute eigenvalue, $|H\mathbf x|\ge\lambda|\mathbf x|$. On a sphere of radius below $\lambda/K$ the remainder can be switched off without creating a zero, so \eqref{eq:index} holds for the true gradient. The argument fails when $\lambda=0$, which is where rank 3 is used.

\subsection*{Nuclear cusps}

Consider a mean-field orbital near a nucleus of charge $Ze$, with the potential of the other electrons finite there. In Gaussian units the terms in $1/d$ of the equation for its spherical part $u(d)$, where $d$ is the distance from the nucleus, must cancel:
\begin{equation}
-\frac{\hbar^2}{2m}\frac{2u'}{d}-\frac{Ze^2}{d}u=0
\quad\Rightarrow\quad u'(0)=-\frac{Z}{a_0}u(0),\qquad a_0=\frac{\hbar^2}{me^2}.
\end{equation}
The $p$-type part adds a term linear in $\mathbf x$. Squaring and summing over occupied orbitals gives
\begin{equation}
\rho=\rho_0\left(1-\frac{2Zd}{a_0}\right)+\mathbf g\cdot\mathbf x+O(d^2).
\label{eq:cusp}
\end{equation}
For an interacting wavefunction I assume the same local form. To leading order the gradient is $-\kappa\mathbf s+\mathbf g$, with $\kappa=2Z\rho_0/a_0$.

If $|\mathbf g|<\kappa$, the outward component $-\kappa+\mathbf g\cdot\mathbf s$ is negative in every direction. It stays negative while the field is deformed into $-\mathbf s$, so the index is $-1$ by \eqref{eq:inward}, and the nucleus counts in $n$ like a smooth maximum. If $|\mathbf g|>\kappa$, the term $-\kappa\mathbf s$ can be switched off without a zero. The field becomes constant, the index is 0, and the nucleus is not a maximum and is not counted. The numerical check confirms both cases for $e^{-2d}(1+\tau z)$, with $d$ and $z$ in bohr and slope $2$ per bohr: the index is $-1$ for $\tau=1$ and $0$ for $\tau=3$ per bohr. From here on, every nucleus is assumed to satisfy $|\mathbf g|<\kappa$.

\section{Closing the count}

Remove a small ball around every critical point and nucleus inside a closed surface $S$. In the remaining region $\nabla\cdot\mathbf J=0$. Seen from that region, the outward normal on each small sphere points into the ball, which reverses the sign of its flux:
\begin{equation}
W(S)-\sum_{\text{inside}}\text{index}=0
\quad\Rightarrow\quad W(S)=-n_S+b_S-r_S+c_S ,
\label{eq:local}
\end{equation}
where the subscript restricts the counts to the interior of $S$. This is the local version. It applies to any closed surface that avoids the critical points and nuclei.

\subsection*{Isolated molecule}

Assume a sphere that encloses all critical points and on which the gradient points inward, $\mathbf s\cdot\nabla\rho<0$. The outward component stays negative while the field is deformed into $-\mathbf s$, so $W=-1$. Equation \eqref{eq:local} becomes $-n+b-r+c=-1$, which is the first line of \eqref{eq:result}. Decay of the density to zero makes such a sphere plausible but does not prove that it exists, so the condition should be checked on the computed density.

In the limit of one atom the sum reads $1=1$. For a diatomic molecule with two maxima and no ring or cage point it gives $2-b=1$, hence one bond point.

\subsection*{Crystal}

There are finitely many critical points and nuclei per cell, so the cell can be shifted until none lies on its boundary. The density is periodic, hence so are $\mathbf v$ and $\mathbf J$. Opposite faces carry the same $\mathbf J$ with opposite outward normals, and their fluxes cancel in pairs. Thus $W=0$ and $-n+b-r+c=0$. The two lines of \eqref{eq:result} differ through the boundary alone, as in one dimension.

\section{What the sum cannot see}

Maxima and ring points enter with the same sign, and so do bond and cage points. Calling a ring point a maximum leaves the sum unchanged. The Hessian signature, or a comparison of density values around the point, must settle the type.

A missing pair with opposite indices also goes unnoticed. A smooth change of the density can create or remove such a pair. In dimensionless variables take
\begin{equation}
\rho=\text{const}+\tfrac13x^3+tx-y^2-z^2,\qquad \nabla\rho=(x^2+t,\,-2y,\,-2z).
\end{equation}
For $t<0$ there are critical points at $x=\pm\sqrt{-t}$, $y=z=0$, with Hessian eigenvalues $2x,-2,-2$. The one at negative $x$ is a maximum with index $-1$; the one at positive $x$ is a bond point with index $+1$. They merge at $t=0$, and for $t>0$ there is none. The flux through a fixed sphere around both stays at zero throughout. When a geometry or basis change brings a density close to such a merger, the presence of the pair may depend on small errors, and the sum does not decide the matter.

At the merger the Hessian has eigenvalues $0,-2,-2$: rank 2, signature $-2$. These labels do not determine the index. Replacing $x^3/3$ by $-x^4$ or $+x^4$ gives the same Hessian at the origin, yet the computed indices are $-1$ for $-x^4$, $0$ for $x^3/3$ and $+1$ for $+x^4$. A degenerate point must be given its own flux before it can enter a sum.

\section{Cubane}

Cubane, C$_8$H$_8$, contains all four types. The density is that of restricted Hartree--Fock theory in the 6-31G basis, at a fixed cubic geometry with C--C $2.96$ and C--H $2.06$ bohr. The search gives:

\begin{center}
\begin{tabular}{lrrr}
type & number & $\rho$ (bohr$^{-3}$) & radius (bohr)\\
\hline
maximum, C & 8 & 118 & 2.563\\
maximum, H & 8 & 0.426 & 4.592\\
bond, C--H & 8 & 0.259 & 3.840\\
bond, C--C & 12 & 0.219 & 2.173\\
ring & 6 & 0.079 & 1.546\\
cage & 1 & 0.031 & 0
\end{tabular}
\end{center}

The radius is measured from the centre of the cube. The densities and radii belong to this basis and are not converged. With polarization functions (6-31G**) the same types of point appear on the symmetry lines, but the C--H and C--C bond densities rise to $0.284$ and $0.242$ bohr$^{-3}$, and the radii move by up to $0.03$ bohr. The sum is
\begin{equation}
n-b+r-c=16-20+6-1=1 .
\end{equation}
Without the hydrogens' eight maxima and the eight C--H bond points, the numbers are $8,12,6,1$, those of the separable density counted by hand.

The local version is a sharper test. Spheres about the centre, placed between successive groups of points, should have fluxes that accumulate the indices:
\begin{center}
\begin{tabular}{rlr}
radius (bohr) & newly enclosed & flux\\
\hline
0.773 & cage & $+1$\\
1.860 & 6 rings & $1-6=-5$\\
2.368 & 12 C--C bonds & $-5+12=+7$\\
3.202 & 8 C maxima & $7-8=-1$\\
4.216 & 8 C--H bonds & $-1+8=+7$\\
6.500 & 8 H maxima & $7-8=-1$
\end{tabular}
\end{center}
The fluxes computed from gradient directions on these spheres agree with every entry. Had a ring point been missed, the mismatch would have first appeared at $1.860$ bohr. On the outermost sphere the largest sampled cosine between the gradient and the outward normal is $-0.86$, so the inward condition holds at all sampled points.

Several groups of points lie off the positions that the nuclear framework suggests. The centre of a face lies at $2.96/2=1.480$ bohr from the centre of the cube; the ring point lies $0.066$ bohr farther out. The midpoint of a straight C--C edge lies at $2.96/\sqrt2=2.093$ bohr from the centre; the bond point lies $0.080$ bohr farther out. The hydrogen nuclei lie at $\sqrt3\,(2.96/2)+2.06=4.623$ bohr, while the nearby maxima are $0.031$ bohr closer in. In 6-31G** the three offsets keep their directions and become $0.094$, $0.100$ and $0.042$ bohr. Gaussian functions have no cusp. A smooth density with a nonzero gradient at the nucleus has its maximum elsewhere, whereas the cusp \eqref{eq:cusp} with $|\mathbf g|<\kappa$ holds it at the nucleus. Both kinds of maximum have index $-1$ and enter the sum in the same way.

\section{Two model crystals}

For the periodic case, place spherical densities $\rho_0e^{-2d}$, with $d$ in bohr and $\rho_0=0.3183$ bohr$^{-3}$, on cubic lattices of edge $7$ bohr and add them. These have true cusps.

The simple cubic lattice gives $1-3+3-1=0$ per cell, the numbers of the periodic separable density. A cubic box of half the edge, starting at $0.17$ of the edge along each axis, has flux $+1$. It contains the body centre, where the cage point sits.

The body-centred lattice gives, per cubic cell with two atoms,
\begin{equation}
n-b+r-c=2-14+24-12=0 .
\end{equation}
The 14 bond points form two groups: 8 with density $0.0015$ and 6 with density $0.00064$ bohr$^{-3}$. The cell has $2\cdot8/2=8$ nearest-neighbour pairs and $2\cdot6/2=6$ second-neighbour pairs. The midpoint of a second-neighbour pair has two atoms at $3.5$ bohr and four at $7/\sqrt2=4.95$ bohr, which contribute
\begin{equation}
0.3183\,(2e^{-7}+4e^{-9.90})\approx0.00064\ \text{bohr}^{-3}.
\end{equation}
This identifies the second group. A list restricted to nearest-neighbour bond points would give $2-8+24-12=6$, and the search would have to continue.

In this model, then, a bond point lies between second neighbours although nothing but overlapping spherical densities has been put in. The sum requires such points to be counted; it does not say that they represent chemical bonds.

\section*{Computed results}
\begin{verbatim}
Index of a rank-3 point, eigenvalue sizes 0.7, 1.3, 2.0:
 signature -3: index -1
 signature -1: index +1
 signature +1: index -1
 signature +3: index +1
Cusp slope 2 per bohr, tilt 1 per bohr: index -1
Cusp slope 2 per bohr, tilt 3 per bohr: index +0
Degenerate (2,-2) point -x^4 - y^2 - z^2: index -1
Degenerate (2,-2) point x^3/3 - y^2 - z^2: index +0
Degenerate (2,-2) point +x^4 - y^2 - z^2: index +1
Fold t = -0.09, 0, 0.09: total index 0 0 0
Fold t = -0.09: indices at x = -0.3 and 0.3: -1 1
Cubane RHF/6-31G: C-C 2.96 bohr, C-H 2.06 bohr, 16 nuclei
 total energy -307.25166 hartree
  8 x maximum (3,-3): rho 118.42 bohr^-3, 2.563 bohr from centre, eig -1.46e+05 -1.46e+05 -1.46e+05 bohr^-5
  8 x maximum (3,-3): rho 0.42601 bohr^-3, 4.592 bohr from centre, eig -6.51 -6.51 -6.009 bohr^-5
  8 x bond (3,-1): rho 0.25854 bohr^-3, 3.840 bohr from centre, eig -0.625 -0.625 0.5039 bohr^-5
 12 x bond (3,-1): rho 0.21888 bohr^-3, 2.173 bohr from centre, eig -0.3663 -0.3594 0.3446 bohr^-5
  6 x ring (3,+1): rho 0.078586 bohr^-3, 1.546 bohr from centre, eig -0.1069 0.2377 0.2377 bohr^-5
  1 x cage (3,+3): rho 0.030535 bohr^-3, 0.000 bohr from centre, eig 0.09151 0.09151 0.09151 bohr^-5
 n=16 b=20 r=6 c=1: n-b+r-c = 1
 sphere 0.773 bohr: flux +1, enclosed +1
 sphere 1.860 bohr: flux -5, enclosed -5
 sphere 2.368 bohr: flux +7, enclosed +7
 sphere 3.202 bohr: flux -1, enclosed -1
 sphere 4.216 bohr: flux +7, enclosed +7
 sphere 6.500 bohr: flux -1, enclosed -1
 outer sphere: largest cosine of gradient to outward -0.858
Model crystals: cubic edge 7.0 bohr, decay 2.0 bohr^-1
Simple cubic, per cubic cell:
  1 x maximum (3,-3): rho 0.31831 bohr^-3, cusp
  3 x bond (3,-1): rho 0.00058093 bohr^-3, eig -0.0003311 -0.0003311 0.002322 bohr^-5
  3 x ring (3,+1): rho 6.4008e-05 bohr^-3, eig -2.559e-05 0.000115 0.000115 bohr^-5
  1 x cage (3,+3): rho 1.3817e-05 bohr^-3, eig 1.538e-05 1.538e-05 1.538e-05 bohr^-5
 n=1 b=3 r=3 c=1: n-b+r-c = 0
 box of 0.5 edge from 0.17: flux +1, enclosed +1
 box of 1.0 edge from 0.17: flux +0, enclosed +0
Body centred, per cubic cell:
  2 x maximum (3,-3): rho 0.31833 bohr^-3, cusp
  8 x bond (3,-1): rho 0.0015007 bohr^-3, eig -0.0009474 -0.0009474 0.005929 bohr^-5
  6 x bond (3,-1): rho 0.00064494 bohr^-3, eig -0.0002162 -0.0002162 0.002297 bohr^-5
 24 x ring (3,+1): rho 0.00058549 bohr^-3, eig -0.0002018 0.0004458 0.001475 bohr^-5
 12 x cage (3,+3): rho 0.00051269 bohr^-3, eig 0.00021 0.0006592 0.0006592 bohr^-5
 n=2 b=14 r=24 c=12: n-b+r-c = 0
 box of 0.5 edge from 0.17: flux +0, enclosed +0
 box of 1.0 edge from 0.17: flux +0, enclosed +0
\end{verbatim}
